\section*{Why unguided diffusion Monte Carlo is unstable at attractive Coulomb centres}

\section{The weight at the nucleus}

Q: I wrote a diffusion Monte Carlo code without a guide function, for one electron and a point charge. It runs quietly for a while, then the population explodes. Is this a bug?

A: Not necessarily. Let us fix what the code does. In Hartree atomic units the Hamiltonian is $H=-\tfrac12\nabla^2-Z/r$ with $Z>0$, in three dimensions. Projection in imaginary time means applying $e^{-\tau H}$ repeatedly. Your code splits this operator: a walker at $\mathbf x$ diffuses to $\mathbf y$ with the Gaussian density
\begin{equation}
G(\mathbf x,\mathbf y;\tau)=(2\pi\tau)^{-3/2}e^{-|\mathbf x-\mathbf y|^2/2\tau},
\end{equation}
and is then replaced by $W=e^{\tau Z/r}$ copies on average, where $r=|\mathbf y|$. A reference energy multiplies all weights by one common factor, so I leave it out.

Now take the mean of $W$. In a small ball of radius $a$ around the nucleus $G$ exceeds some $g_0>0$, wherever the walker started. Since $e^u\ge u^3/6$ for $u\ge0$,
\begin{equation}
\int d^3y\,G\,e^{\tau Z/r}\;\ge\; g_0\int_0^a 4\pi r^2\,\frac{(\tau Z)^3}{6r^3}\,dr=\infty .
\end{equation}
The number of copies has an infinite mean for every $\tau>0$. The same holds for $W^p$ with any $p>0$, because $p$ merely replaces $\tau Z$ by $p\tau Z$. The symmetric splitting, with half of the potential at each end of the step, is therefore no better.

Q: Surely the error disappears if I cut the step into many short ones?

A: Not in the mean. With $n$ slices of length $\tau/n$ the total weight is a product of factors, each at least 1. It is at least as large as its last factor, whose mean is infinite from any previous position. The mean is infinite for every $n$, so its limit cannot be a finite exact value.

\section{What the exact evolution does}

Q: Then is the exact answer infinite too? The potential itself is singular.

A: We need the exact weight. Cap the potential at a height $c$. The product of slice weights is then the exponential of a Riemann sum along the path, bounded by $e^{c\tau}$, and for short slices its mean tends to the mean with the integral in the exponent. Raising $c$ increases the weight monotonically to the Coulomb case, giving the Feynman--Kac formula
\begin{equation}
m(\mathbf x,\tau)=\int K(\mathbf x,\mathbf y;\tau)\,d^3y
=E_{\mathbf x}\exp\!\left(\int_0^\tau\frac{Z}{|\mathbf B_s|}\,ds\right).
\label{fk}
\end{equation}
Here $K$ is the kernel of $e^{-\tau H}$ and $\mathbf B_s$ a Brownian path from $\mathbf x$ with variance $s$ per coordinate. I call the exponent the action.

The primitive weight freezes the walker at one point for the whole time $\tau$. A real path does not stay. For a path starting at the nucleus, the time spent per unit volume at distance $r$, summed over all later times, is found with $u=r^2/2s$:
\begin{equation}
\int_0^\infty\frac{e^{-r^2/2s}}{(2\pi s)^{3/2}}ds
=\frac{1}{2\pi^{3/2}r}\int_0^\infty u^{-1/2}e^{-u}du=\frac1{2\pi r}.
\end{equation}
The mean time inside radius $a$ and the mean action collected there are
\begin{equation}
\int_0^a\frac{4\pi r^2}{2\pi r}dr=a^2,\qquad
\int_0^a\frac{4\pi r^2}{2\pi r}\frac Zr\,dr=2Za .
\end{equation}
The potential grows as $1/a$, but the time available shrinks as $a^2$. For $Z=1$ and $a=0.1$ bohr the collected action is 0.2. A walker frozen at that radius for $\tau=0.1$ Ha$^{-1}$ collects 1.0, and one frozen closer in collects more without limit.

Q: That is a statement about the mean action. You have just shown me a case where the mean of an exponential is infinite.

A: Yes, and the mean action of the primitive weight is finite as well, since $1/r$ is integrable. So we must control all powers.

First we need the mean of $1/|\mathbf B_s|$. It is the electrostatic potential, at distance $r$ from its centre, of a unit Gaussian charge cloud. The charge within $r$ is, by parts,
\begin{equation}
Q(r)=\sqrt{\frac2\pi}\,s^{-3/2}\!\int_0^r\! t^2e^{-t^2/2s}dt
=\operatorname{erf}\frac r{\sqrt{2s}}-\sqrt{\frac{2}{\pi s}}\,r\,e^{-r^2/2s}.
\end{equation}
The function $\operatorname{erf}(r/\sqrt{2s})/r$ vanishes at infinity and has derivative $-Q/r^2$, so it is that potential. Because $\operatorname{erf}z\le 2z/\sqrt\pi$,
\begin{equation}
E_{\mathbf x}\frac1{|\mathbf B_s|}=\frac{\operatorname{erf}(r/\sqrt{2s})}{r}\le\sqrt{\frac{2}{\pi s}},\qquad r=|\mathbf x|.
\label{newton}
\end{equation}

Now expand the exponential in \eqref{fk}. The factor $1/n!$ is removed by ordering the times, so the $n$th term is
\begin{equation}
Z^n\!\!\int_{0<s_1<\dots<s_n<\tau}\! E_{\mathbf x}\prod_{i=1}^n\frac1{|\mathbf B_{s_i}|}\,ds_1\cdots ds_n .
\end{equation}
Given the position at $s_{n-1}$, the path restarts there. By \eqref{newton} the mean of the last factor is at most $\sqrt{2/\pi(s_n-s_{n-1})}$, whatever that position is. Peeling off the factors one by one bounds the term by $(Z\sqrt{2/\pi})^nJ_n(\tau)$, with $J_0=1$ and
\begin{equation}
J_n(\tau)=\int_0^\tau s^{-1/2}J_{n-1}(\tau-s)\,ds=\frac{(\pi\tau)^{n/2}}{\Gamma(n/2+1)} .
\end{equation}
The last form follows by induction. Inserting it for $n-1$ leaves the beta integral
\begin{equation}
\int_0^\tau s^{-1/2}(\tau-s)^{(n-1)/2}ds=\tau^{n/2}\,\frac{\sqrt\pi\,\Gamma(\frac{n+1}2)}{\Gamma(\frac n2+1)},
\end{equation}
whose $\Gamma(\frac{n+1}2)$ cancels the denominator of $J_{n-1}$.

With $x=Z\sqrt{2\tau}$ the bounds add up to $\sum_n x^n/\Gamma(n/2+1)$. The even terms give $e^{x^2}$. Call the odd part $O(x)=\sum_k x^{2k+1}/\Gamma(k+\frac32)$. Since $\Gamma(k+\frac32)=(k+\frac12)\Gamma(k+\frac12)$, differentiation gives $O'=2/\sqrt\pi+2xO$, or $(Oe^{-x^2})'=2e^{-x^2}/\sqrt\pi$. With $O(0)=0$ this means $O=e^{x^2}\operatorname{erf}x$. Hence
\begin{equation}
m(\mathbf x,\tau)\le M(Z,\tau)\equiv e^{2Z^2\tau}\left[1+\operatorname{erf}(Z\sqrt{2\tau})\right]
\label{bound}
\end{equation}
for every starting point. Replacing $Z$ by $pZ$ shows that the $p$th moment of the path weight is finite too.

Q: Where does the primitive weight fail in this expansion?

A: Its $n$th term is $(\tau Z/r)^n/n!$, with all $n$ interactions at one point. The volume element supplies $r^2$, so the mean diverges from $n=3$ on. In the exact expansion the interactions occur at different times, and the walker moves between them.

Q: You bounded the integral of the kernel. Is the kernel itself finite, even with both ends on the nucleus?

A: Yes. The kernel is $G(\mathbf x,\mathbf y;\tau)$ times the mean path weight over Brownian bridges, which are paths with both ends fixed. Let $S_1$ and $S_2$ be the actions of the two halves of the bridge. By Cauchy--Schwarz,
\begin{equation}
E\,e^{S_1+S_2}\le\left(E\,e^{2S_1}\;E\,e^{2S_2}\right)^{1/2}.
\end{equation}
The first half of a bridge is a free path reweighted by $G(\mathbf B_{\tau/2},\mathbf y;\tau/2)/G(\mathbf x,\mathbf y;\tau)$, whose numerator is at most $(\pi\tau)^{-3/2}$. Thus $G\,E\,e^{2S_1}\le(\pi\tau)^{-3/2}M(2Z,\tau/2)$. The second half obeys the same bound by time reversal, so
\begin{equation}
K(\mathbf x,\mathbf y;\tau)\le(\pi\tau)^{-3/2}e^{4Z^2\tau}\left[1+\operatorname{erf}(2Z\sqrt\tau)\right].
\end{equation}

At the nucleus the first correction is explicit. A bridge from the nucleus back to it has variance $s(\tau-s)/\tau$ per coordinate, and $\int_0^\tau ds/\sqrt{s(\tau-s)}=\pi$. Therefore
\begin{equation}
\frac{K(0,0;\tau)}{G(0,0;\tau)}=1+Z\sqrt{\frac{2\tau}\pi}\int_0^\tau\!\frac{ds}{\sqrt{s(\tau-s)}}+\dots
=1+Z\sqrt{2\pi\tau}+O(Z^2\tau).
\end{equation}

\section{Numbers}

Q: How different are the two weights in practice?

A: Take the round values $Z=1$ and $\tau=0.1$ Ha$^{-1}$. Besides the upper bound there is a lower one. Jensen's inequality gives $m\ge e^{A(r)}$, where $A$ is the mean action,
\begin{equation}
A(r)=Z\int_0^\tau\frac{\operatorname{erf}(r/\sqrt{2s})}{r}ds,\qquad
A(0)=Z\int_0^\tau\sqrt{\frac2{\pi s}}\,ds=2Z\sqrt{\frac{2\tau}\pi}.
\end{equation}
Here $A(0)=2\sqrt{0.2/\pi}=0.505$, so $m(0)\ge1.656$, while \eqref{bound} gives $m(0)\le1.799$. Diagonalizing the radial Hamiltonian on a grid gives $m(0)=1.676$. At other starting radii:
\begin{center}
\begin{tabular}{cccc}
$r$ (bohr) & $e^{\tau Z/r}$ & $e^{A(r)}$ & $m(r)$\\
0.02 & 148.4 & 1.624 & 1.643\\
0.10 & 2.718 & 1.511 & 1.528\\
0.30 & 1.396 & 1.319 & 1.328\\
1.00 & 1.105 & 1.105 & 1.105
\end{tabular}
\end{center}
At 1 bohr the frozen value agrees with the exact one. By \eqref{newton} the mean of $1/|\mathbf B_s|$ differs from $1/r$ only by the factor $\operatorname{erf}(r/\sqrt{2s})\ge0.998$, so $A\approx\tau Z/r$. The fluctuation of the action about $A$, of order $\tau\cdot Z\sqrt\tau/r^2\approx0.03$, enters the mean weight only at second order. At 0.02 bohr the frozen value is too large by a factor of about 90.

The kernel at the nucleus is 4.50 bohr$^{-3}$, against 2.01 bohr$^{-3}$ for free diffusion and an upper bound of 13.8 bohr$^{-3}$. The ratio is 2.24. The first-order formula gives 1.79, so higher orders matter at this $\tau$.

Q: If the primitive mean is infinite, why does my code look healthy at first?

A: Because the divergence sits in a tiny volume. Let a walker start at the nucleus, take one step, and count endpoints with $r>\varepsilon$. With $u=\tau Z/r$ the dangerous part of the mean is, for small $\varepsilon$,
\begin{equation}
4\pi g(\tau Z)^3\!\int^{\tau Z/\varepsilon}\!\frac{e^u}{u^4}du\simeq\frac{4\pi g\,\varepsilon^4}{\tau Z}\,e^{\tau Z/\varepsilon},
\end{equation}
where $g=2.01$ bohr$^{-3}$ is the endpoint density at the nucleus. The cutoff mean is 1.32 for $\varepsilon=0.02$ bohr and 1.42 for 0.01 bohr, but 99 for 0.005 bohr and $2.6\times10^9$ for 0.0025 bohr. The chance of landing within 0.005 bohr is $\tfrac{4\pi}3(2.01)(0.005)^3\approx10^{-6}$.

The quiet values are not right either: they lie below 1.676. To first order in $Z$ the endpoint weight contributes $\tau Z\,E(1/r)=Z\sqrt{2\tau/\pi}$, half of $A(0)$, because the endpoint is farther out than the path was on average.

\section{Waiting for the accident}

Q: How long must I wait?

A: Here is an estimate. Unguided walkers represent the ground state itself, not its square, so I draw them from the normalized density $Z^3e^{-Zr}/8\pi$ and let them take one step. This is only a stand-in for the population before its first accident. With the primitive weight capped at values from 3 to 100 and $\tau=0.1$ Ha$^{-1}$, the stationary density at the nucleus is 15 to 30\% larger than in this model, and the waiting times below shorten accordingly. I also treat the steps as independent.

Let $\rho$ be the density at the nucleus after the step. The weight exceeds $w$ when $r<\tau Z/\ln w$, so for large $w$
\begin{equation}
P(W>w)\simeq\frac{4\pi}3\rho\left(\frac{\tau Z}{\ln w}\right)^3 .
\end{equation}
This falls more slowly than any inverse power of $w$. In the example $\rho=0.0246$ bohr$^{-3}$. For $w=100$ the radius is $0.1/4.61=0.0217$ bohr and $P=1.05\times10^{-6}$. With 1000 walkers, one of them gains a weight above 100 about every 950 steps.

Now consider the largest of $N$ weights. The probability that no walker lands within $r$ is about $\exp(-\tfrac{4\pi}3\rho r^3N)$. Setting it to $\tfrac12$ gives the median closest approach, and hence the median largest weight:
\begin{equation}
\ln W_{\max}=\tau Z\left(\frac{4\pi\rho N}{3\ln2}\right)^{1/3}.
\end{equation}
The other walkers together contribute roughly $N$, since their weights are of order one. A power of $N$ eventually overtakes $\ln N$, and then one walker typically outweighs all the rest. For $\tau=0.1$ Ha$^{-1}$ this happens near $N=3.5\times10^7$ walker steps, or 35\,000 steps of 1000 walkers. At that point the chance is about one half that a single weight exceeds the sum of all the other weights recorded in the run. To outweigh only the 1000 walkers of its own step, a weight of about 1000 suffices; the tail law gives $P(W>1000)\approx3.1\times10^{-7}$, or one such event about every 3200 steps.

Direct sampling of that many steps, repeated often, is expensive. At $\tau=0.5$ Ha$^{-1}$ the predicted number is only $1.6\times10^5$. There one walker held more than half of the total weight in 51\% of 80 sampled blocks, with a sampling error of about 6 points. The estimate is rough at this $\tau$: the weights below about 20 already average 1.27, so the other walkers contribute more than $N$, and the expected fraction is nearer 45\%.

Q: So a smaller time step helps?

A: It postpones the accident. At fixed $w$ the rate per unit imaginary time is $P/\tau$, proportional to $\tau^2\rho$. For $\tau=0.01$ Ha$^{-1}$ the takeover of the accumulated sum of weights moves to about $8\times10^{10}$ walker steps, which a given run may never reach. The mean is still infinite, so a quiet run is no evidence of a convergent average. A larger charge brings the trouble back: lengths scale as $1/Z$ and times as $1/Z^2$, so the relevant parameter is $Z^2\tau$.

\section{What cures it}

Q: Then I should use a guide function. Will any reasonable one do?

A: No. With a guide $\psi$ the walkers also drift by $\tau\nabla\ln\psi$, and the weight becomes $e^{-\tau E_L}$, where $E_L=H\psi/\psi$ is the local energy. I consider the plain drifted Gaussian step, without rejection. For $\psi=e^{-\zeta r}$ we have $\nabla^2\psi=\psi''+2\psi'/r=(\zeta^2-2\zeta/r)\psi$, so
\begin{equation}
E_L=-\frac{\zeta^2}2+\frac{\zeta-Z}r .
\end{equation}
If $\zeta<Z$, the weight contains $e^{\tau(Z-\zeta)/r}$. The drifted Gaussian still has positive density at the nucleus, and the first argument applies with $Z-\zeta$ in place of $Z$: the mean is infinite. If $\zeta=Z$, the weight is constant. If $\zeta>Z$, it is at most $e^{\tau\zeta^2/2}$.

A Gaussian guide $e^{-\alpha r^2}$ has $\nabla^2\psi=(4\alpha^2r^2-6\alpha)\psi$, hence $E_L=3\alpha-2\alpha^2r^2-Z/r$. It keeps the whole singularity. For a step from 0.5 bohr with $\tau=0.1$ Ha$^{-1}$, counting endpoints beyond 0.0002 bohr, the mean weight is about $10^{204}$ for $\alpha=0.3$ bohr$^{-2}$ and $10^{31}$ for $\zeta=0.8$. It is $10^{0.022}=1.05$ for $\zeta=1$ and $10^{0.014}=1.03$ for $\zeta=1.2$.

What removes the singularity is the nuclear cusp, $\psi'/\psi=-Z$ at $r=0$, which lets the kinetic term $-\psi'/(r\psi)$ cancel $-Z/r$.

Q: Can I avoid a guide altogether?

A: You can avoid the infinite mean. Replace $\tau Z/r$ by the mean action $A(r)$ at the start of each step. It never exceeds $2Z\sqrt{2\tau/\pi}$, so the weights are bounded. In the table $e^{A(r)}$ lies within 1.2\% of the exact one-step mean. This does not make the energy accurate: the ground state grows by only $e^{0.05}$ per step of 0.1 Ha$^{-1}$, so 1\% in the weight corresponds to 0.1 Ha. The largest eigenvalue of the repeated step gives $-0.453$ Ha for $\tau=0.1$ Ha$^{-1}$ and $-0.492$ Ha for $\tau=0.01$ Ha$^{-1}$, against the exact $-0.5$ Ha, so the time step must still be extrapolated to zero.

Shorter slices do better, but slowly: iterating the radial step on a grid gives $m(0)=1.669$ for 20 slices and 1.673 for 80. With the interval of 0.1 Ha$^{-1}$ cut into 200 slices, $10^5$ paths from the nucleus gave $m(0)=1.674$ with a statistical error of 0.0008, against 1.676 from the grid. The difference of 0.002 is two to three times the error, so some slice error may remain. This agreement is a numerical check, not a proof of convergence. The weights still fluctuate, because the potential varies along the paths, but their mean is finite. The numerical check checks the bounds, the tail law and the comparison of guides.

\section*{Table of computed values}
\begin{verbatim}
charge Z = 1.0, time step tau = 0.10 1/Ha
mean action from nucleus A(0) = 0.5046
lower bound exp A(0) = 1.6564
exact mean weight m(0) = 1.6762
upper bound on mean weight = 1.7990
free kernel K_free(0,0) = 2.0078 bohr^-3
exact kernel K(0,0) = 4.505 bohr^-3
ratio K/K_free at nucleus = 2.243
first-order ratio 1+Z*sqrt(2 pi tau) = 1.793
upper bound on K = 13.80 bohr^-3
r (bohr): exp(tau Z/r), exp A(r), exact m(r)
  0.02: 148.4132, 1.6241, 1.6434
  0.10: 2.7183, 1.5113, 1.5278
  0.30: 1.3956, 1.3193, 1.3275
  1.00: 1.1052, 1.1051, 1.1054
m(0) from 100000 paths, 200 slices = 1.6741
  its statistical error = 0.0008
mean total time within 0.1 bohr = 0.01000 1/Ha
mean action collected there = 0.2000
frozen action tau Z/r at that radius = 1.0000
cutoff eps (bohr): primitive mean weight from nucleus
  0.02000: 1.321
  0.01000: 1.418
  0.00500: 98.81
  0.00250: 2.586e+09
  0.00125: 3.595e+25
second-order primitive term = 0.0500
third-order term, growth per decade of eps = 0.00968
walker density at nucleus = 0.02455 bohr^-3
P(W > e): law 1.029e-04, sampled 1.003e-04
median ln W_max, N = 100000: law 2.457
  sampled in 200 blocks = 2.458
P(W > 100) per walker step = 1.053e-06
  mean steps between, 1000 walkers = 950
tau (1/Ha): N at which one walker takes over
  0.50: 1.59e+05
  0.10: 3.54e+07
  0.01: 7.66e+10
sampled takeover fraction, tau = 0.5: 0.51 of 80 blocks
drifted step from r = 0.5 bohr, eps = 0.0002 bohr
guide: log10 of cutoff mean weight
  Gaussian, alpha = 0.3 bohr^-2: 204.238
  exp(-0.8 r): 31.383
  exp(-1.0 r): 0.022
  exp(-1.2 r): 0.014
\end{verbatim}
